# A Conservative Implicit Finite-Volume Scheme for Korhonen's Electromigration Equation: test program

```python
"""
Backward-Euler finite volumes for Korhonen's electromigration equation
    d(stress)/dt = d/dx [ kappa * (d(stress)/dx + wind) ],  blocked ends.
Result under test: the scheme conserves the linearized atom count
    atoms = area/omega * sum(width * (1 - stress/modulus))
exactly in exact arithmetic, and is stable for every time step.
Symbols (SI units): stress > 0 is tension; kappa = D*modulus*omega/(k*T);
wind = (electron-wind force on one atom)/omega, pointing along +x;
omega = atomic volume; conductance = flux per stress difference at a face.
The cathode end is x = 0. The material parameters are round model values.
"""
from fractions import Fraction
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh, expm
from scipy.optimize import brentq


def face_conductance(widths, kappa):
    """Two half cells in series; zero conductance at the blocked walls."""
    resistance = widths / (2 * kappa)
    return np.concatenate(([0.0], 1 / (resistance[:-1] + resistance[1:]), [0.0]))


def implicit_step(stress, widths, conductance, wind, dt):
    """One backward-Euler step by tridiagonal elimination (any number type)."""
    n = len(stress)
    offset = [0] + [wind * (widths[i] + widths[i + 1]) / 2
                    for i in range(n - 1)] + [0]
    upper, reduced = [], []
    for i in range(n):
        left, right = dt * conductance[i], dt * conductance[i + 1]
        diagonal = widths[i] + left + right
        source = widths[i] * stress[i] + right * offset[i + 1] - left * offset[i]
        if i > 0:
            diagonal = diagonal - left * upper[i - 1]
            source = source + left * reduced[i - 1]
        upper.append(right / diagonal)
        reduced.append(source / diagonal)
    new = [reduced[-1]]
    for i in range(n - 2, -1, -1):
        new.append(reduced[i] + upper[i] * new[-1])
    return new[::-1]


# Model line
length, area = 100e-6, 2e-14
temperature, diffusivity = 600.0, 1e-15
modulus, omega = 100e9, 1.2e-29
charge_number, resistivity, current_density = 1.0, 3e-8, 1e10
thermal = constants.k * temperature
force = constants.e * charge_number * resistivity * current_density
wind = force / omega
kappa0 = diffusivity * modulus * omega / thermal
diffusion_time = length**2 / kappa0
end_time = 0.1 * diffusion_time
cells = 50
h = length / cells
widths = np.full(cells, h)
centres = (np.arange(cells) + 0.5) * h
uniform_kappa = np.full(cells, kappa0)
uniform_conductance = face_conductance(widths, uniform_kappa)
steady = wind * (length / 2 - centres)
total_atoms = area * length / omega


def atom_change(stress, cell_widths=widths):
    return -area / (omega * modulus) * math.fsum(cell_widths * stress)


def march(steps, dt, conductance=uniform_conductance):
    stress = np.zeros(cells)
    worst = 0.0
    for _ in range(steps):
        stress = np.array(implicit_step(stress, widths, conductance, wind, dt))
        worst = max(worst, abs(atom_change(stress)))
    return stress, worst


# Exact conservation in rational arithmetic, uneven cells and mobilities
q_widths = [Fraction(1, d) for d in (3, 5, 2, 7, 4, 9)]
q_conductance = [0] + [Fraction(a, 3) for a in (1, 20, 4, 7, 50)] + [0]
q_stress = [Fraction(a, 7) for a in (5, -3, 8, 0, 2, -9)]
q_start = list(q_stress)
q_total = sum(w * s for w, s in zip(q_widths, q_stress))
for _ in range(3):
    q_stress = implicit_step(q_stress, q_widths, q_conductance,
                             Fraction(11, 3), Fraction(10**6))
q_error = sum(w * s for w, s in zip(q_widths, q_stress)) - q_total
assert q_error == 0 and q_stress != q_start


# Uniform-mesh operator assembled separately from the step routine
def dense_operator(n):
    width = length / n
    matrix = np.diag(np.full(n, -2.0))
    matrix += np.diag(np.ones(n - 1), 1) + np.diag(np.ones(n - 1), -1)
    matrix[0, 0] = matrix[-1, -1] = -1.0
    source = np.zeros(n)
    source[0], source[-1] = kappa0 * wind / width, -kappa0 * wind / width
    return matrix * kappa0 / width**2, source


operator, source = dense_operator(cells)
rates = np.sort(np.linalg.eigvalsh(-operator))
rate_formula = 4 * kappa0 / h**2 * np.sin(np.arange(cells) * np.pi / (2 * cells))**2
assert np.allclose(rates, rate_formula, rtol=1e-9, atol=1e-10 * rates[-1])
explicit_limit = h**2 / (2 * kappa0 * np.cos(np.pi / (2 * cells))**2)
assert abs(explicit_limit * rates[-1] / 2 - 1) < 1e-10


def explicit_peak(dt, steps):
    stress = np.zeros(cells)
    for _ in range(steps):
        stress = stress + dt * (operator @ stress + source)
    return np.max(np.abs(stress))


peak_below = explicit_peak(0.95 * explicit_limit, 600)
peak_above = explicit_peak(1.05 * explicit_limit, 600)
assert peak_below < wind * length / 2
assert peak_above > 1e3 * wind * length


# Propagators: unit stress in each cell in turn, no wind
def propagator(dt):
    return np.array([implicit_step(column, widths, uniform_conductance, 0.0, dt)
                     for column in np.eye(cells)]).T


steps = 25
dt = end_time / steps
backward = propagator(dt)
crank_nicolson = 2 * propagator(dt / 2) - np.eye(cells)
factors = np.sort(np.linalg.eigvalsh((backward + backward.T) / 2))
assert np.allclose(factors, np.sort(1 / (1 + dt * rate_formula)), atol=1e-11)
assert backward.min() >= 0 and np.allclose(backward.sum(axis=1), 1, atol=1e-11)
assert crank_nicolson.min() < -0.1
assert np.allclose(crank_nicolson.sum(axis=0), 1, atol=1e-11)
assert np.max(np.abs(np.linalg.eigvalsh(
    (crank_nicolson + crank_nicolson.T) / 2))) < 1 + 1e-11

# Cosine-series reference for the continuous equation
odd = np.arange(1, 4000, 2)


def series_stress(x, t):
    decay = np.exp(-(odd * np.pi)**2 * kappa0 * t / length**2)
    modes = 4 * np.cos(odd * np.pi * x / length) / (odd * np.pi)**2
    return wind * length * (0.5 - x / length - np.sum(modes * decay))


def midplane_atom_flux(t):
    decay = np.exp(-(odd * np.pi)**2 * kappa0 * t / length**2)
    gradient = wind * (-1 + np.sum(4 * np.sin(odd * np.pi / 2)
                                   / (odd * np.pi) * decay))
    return diffusivity / (omega * thermal) * (omega * gradient + force)


stored = area / (omega * modulus) * quad(
    lambda x: series_stress(x, end_time), 0, length / 2)[0]
transported = area * quad(midplane_atom_flux, 0, end_time, limit=200)[0]
assert abs(transported / stored - 1) < 1e-4

# Main run, with the same step tried explicitly
implicit, drift = march(steps, dt)
cathode = implicit[0] + wind * h / 2
anode = implicit[-1] - wind * h / 2
cathode_series = series_stress(0.0, end_time)
moved = -atom_change(implicit[:cells // 2], widths[:cells // 2])
explicit_same = explicit_peak(dt, steps)
assert drift < 1e-3
assert abs(cathode / cathode_series - 1) < 0.02
assert abs(moved / stored - 1) < 0.02
assert explicit_same > 1e10 * wind * length


# Orders of accuracy in time and space
def semidiscrete(n):
    matrix, _ = dense_operator(n)
    x = (np.arange(n) + 0.5) * length / n
    final = wind * (length / 2 - x)
    return final - expm(matrix * end_time) @ final


time_reference = semidiscrete(cells)
time_errors = [np.max(np.abs(march(m, end_time / m)[0] - time_reference))
               for m in (100, 200)]
time_ratio = time_errors[0] / time_errors[1]
space_errors = [abs(semidiscrete(n)[0] + wind * length / (2 * n) - cathode_series)
                for n in (25, 50)]
space_ratio = space_errors[0] / space_errors[1]
assert 1.9 < time_ratio < 2.1
assert 3.8 < space_ratio < 4.2

accuracy = []
for m in (100, 25, 5):
    value = march(m, end_time / m)[0][0] + wind * h / 2
    accuracy.append((m, end_time / m / explicit_limit, value))
assert (abs(accuracy[0][2] - cathode_series) < abs(accuracy[1][2] - cathode_series)
        < abs(accuracy[2][2] - cathode_series))

# Very large steps still reach the steady profile
huge, huge_drift = march(20, 1e4 * explicit_limit)
assert np.max(np.abs(huge - steady)) < 1e-6 * wind * length
assert huge_drift < 0.1


# Face law: slowest rate of a two-segment line, mobility ratio 10, unit length
def two_segment_rate(n):
    w = np.concatenate((np.full(2 * n, 0.25 / n), np.full(n, 0.5 / n)))
    k = np.concatenate((np.full(2 * n, 1.0), np.full(n, 10.0)))
    c = face_conductance(w, k)
    stiffness = np.diag(c[:-1] + c[1:]) - np.diag(c[1:-1], 1) - np.diag(c[1:-1], -1)
    return eigh(stiffness, np.diag(w), eigvals_only=True)[1]


root = brentq(lambda y: np.tan(y) + np.sqrt(10) * np.tan(y / np.sqrt(10)),
              np.pi / 2 + 1e-6, np.pi)
segment_exact = (root / 0.5)**2
segment_errors = [abs(two_segment_rate(n) - segment_exact) for n in (15, 30)]
segment_ratio = segment_errors[0] / segment_errors[1]
assert 3.6 < segment_ratio < 4.4 and segment_errors[1] < 0.01 * segment_exact

# Graded mobility: flux form against differencing of the expanded form
graded = kappa0 * 10**(centres / length)
graded_slope = graded * np.log(10) / length
_, flux_drift = march(steps, dt, face_conductance(widths, graded))
gradient = np.zeros((cells + 1, cells))
for face in range(1, cells):
    gradient[face, face - 1], gradient[face, face] = -1 / h, 1 / h
drive = np.full(cells + 1, wind)
drive[0] = drive[-1] = 0.0


def expanded_form(values):
    difference, mean = values[1:] - values[:-1], (values[1:] + values[:-1]) / 2
    return (graded * difference.T / h + graded_slope * mean.T).T


expanded = np.zeros(cells)
for _ in range(steps):
    expanded = np.linalg.solve(np.eye(cells) - dt * expanded_form(gradient),
                               expanded + dt * expanded_form(drive))
expanded_drift = abs(atom_change(expanded))
assert flux_drift < 1e-3 and expanded_drift > 1e3


# Stress-dependent diffusivity, frozen at the old time level
def stressed_conductance(stress):
    return face_conductance(widths, kappa0 * np.exp(omega * stress / thermal))


def frozen_march(m, step, drive_strength):
    stress = np.zeros(cells)
    target = drive_strength * (length / 2 - centres)
    norms, worst = [np.linalg.norm(stress - target)], 0.0
    for _ in range(m):
        stress = np.array(implicit_step(stress, widths, stressed_conductance(stress),
                                        drive_strength, step))
        norms.append(np.linalg.norm(stress - target))
        worst = max(worst, abs(atom_change(stress)))
    return stress, np.array(norms), worst


for m, step in ((25, dt), (3, 1e4 * explicit_limit)):
    _, norms, worst = frozen_march(m, step, 5 * wind)
    assert np.all(np.diff(norms) < 0) and worst < 0.1


def stressed_rate(_, stress):
    flux = np.zeros(cells + 1)
    flux[1:-1] = stressed_conductance(stress)[1:-1] * (np.diff(stress) + wind * h)
    return np.diff(flux) / h


reference = solve_ivp(stressed_rate, (0, end_time), np.zeros(cells),
                      method="Radau", rtol=1e-8, atol=1.0)
assert reference.success
stressed_reference = reference.y[:, -1]
frozen_errors = [np.max(np.abs(frozen_march(m, end_time / m, wind)[0]
                              - stressed_reference)) for m in (200, 400)]
frozen_ratio = frozen_errors[0] / frozen_errors[1]
assert 1.8 < frozen_ratio < 2.2
frozen = frozen_march(steps, dt, wind)[0]

MPa = 1e6
print(f"line length: {length * 1e6:.0f} um; cross-section: {area * 1e12:.3f} um^2")
print(f"temperature: {temperature:.0f} K; diffusivity: {diffusivity:.1e} m^2/s")
print(f"modulus: {modulus / 1e9:.0f} GPa; atomic volume: {omega:.2e} m^3")
print(f"effective charge number (magnitude): {charge_number:.1f}")
print(f"resistivity: {resistivity:.1e} ohm m")
print(f"current density: {current_density:.1e} A/m^2")
print(f"wind force per atom: {force:.4e} N")
print(f"wind stress gradient G: {wind / 1e12:.4f} MPa/um")
print(f"stress diffusivity kappa: {kappa0:.4e} m^2/s")
print(f"diffusion time L^2/kappa: {diffusion_time:.1f} s")
print(f"end time: {end_time:.1f} s = {end_time / 3600:.3f} h")
print(f"cells: {cells}; cell width: {h * 1e6:.1f} um")
print(f"explicit step limit: {explicit_limit:.3f} s")
print(f"implicit step: {dt:.2f} s; number of steps: {steps}")
print(f"implicit step / explicit limit: {dt / explicit_limit:.2f}")
print(f"fewest stable explicit steps: {math.ceil(end_time / explicit_limit)}")
print(f"cathode stress, implicit: {cathode / MPa:.3f} MPa")
print(f"anode stress, implicit: {anode / MPa:.3f} MPa")
print(f"cathode stress, series: {cathode_series / MPa:.3f} MPa")
print(f"steady cathode stress GL/2: {wind * length / 2 / MPa:.3f} MPa")
print(f"atoms in unstressed line: {total_atoms:.4e}")
print(f"atoms moved across midplane, implicit: {moved:.4e}")
print(f"atoms moved across midplane, series: {stored:.4e}")
print(f"atoms moved across midplane, flux integral: {transported:.4e}")
print(f"largest atom-count error, implicit: {drift:.1e} atoms")
print(f"atom-sum error in rational arithmetic: {q_error}")
print(f"explicit peak stress at the implicit step: {explicit_same / MPa:.1e} MPa")
print(f"explicit peak, 0.95 of limit, 600 steps: {peak_below / MPa:.2f} MPa")
print(f"explicit peak, 1.05 of limit, 600 steps: {peak_above / MPa:.1e} MPa")
for m, ratio, value in accuracy:
    print(f"{m} steps, {ratio:.2f} x limit: cathode {value / MPa:.3f} MPa, "
          f"error {(value - cathode_series) / MPa:.3f} MPa")
print(f"atom error, 20 steps at 10^4 x limit: {huge_drift:.1e} atoms")
print(f"smallest propagator entry, backward Euler: {backward.min():.1e}")
print(f"smallest propagator entry, Crank-Nicolson: {crank_nicolson.min():.3f}")
print(f"error ratio on halving time step: {time_ratio:.3f}")
print(f"error ratio on halving cell width: {space_ratio:.3f}")
print(f"two-segment slowest rate (unit length, kappa 1 and 10): {segment_exact:.5f}")
print(f"two-segment error ratio on halving widths: {segment_ratio:.3f}")
print(f"graded line, flux form atom error: {flux_drift:.1e} atoms")
print(f"graded line, expanded form atom error: {expanded_drift:.3e} atoms")
print(f"stress-dependent D, cathode, {steps} steps: "
      f"{(frozen[0] + wind * h / 2) / MPa:.3f} MPa")
print(f"stress-dependent D, cathode, stiff integrator: "
      f"{(stressed_reference[0] + wind * h / 2) / MPa:.3f} MPa")
print(f"stress-dependent D, error ratio on halving step: {frozen_ratio:.3f}")
print("all assertions hold")
```

Output:

```
line length: 100 um; cross-section: 0.020 um^2
temperature: 600 K; diffusivity: 1.0e-15 m^2/s
modulus: 100 GPa; atomic volume: 1.20e-29 m^3
effective charge number (magnitude): 1.0
resistivity: 3.0e-08 ohm m
current density: 1.0e+10 A/m^2
wind force per atom: 4.8065e-17 N
wind stress gradient G: 4.0054 MPa/um
stress diffusivity kappa: 1.4486e-13 m^2/s
diffusion time L^2/kappa: 69032.5 s
end time: 6903.2 s = 1.918 h
cells: 50; cell width: 2.0 um
explicit step limit: 13.820 s
implicit step: 276.13 s; number of steps: 25
implicit step / explicit limit: 19.98
fewest stable explicit steps: 500
cathode stress, implicit: 138.621 MPa
anode stress, implicit: -138.621 MPa
cathode stress, series: 139.766 MPa
steady cathode stress GL/2: 200.272 MPa
atoms in unstressed line: 1.6667e+11
atoms moved across midplane, implicit: 5.0725e+07
atoms moved across midplane, series: 5.1349e+07
atoms moved across midplane, flux integral: 5.1349e+07
largest atom-count error, implicit: 1.7e-07 atoms
atom-sum error in rational arithmetic: 0
explicit peak stress at the implicit step: 2.3e+38 MPa
explicit peak, 0.95 of limit, 600 steps: 143.70 MPa
explicit peak, 1.05 of limit, 600 steps: 3.4e+22 MPa
100 steps, 5.00 x limit: cathode 139.492 MPa, error -0.274 MPa
25 steps, 19.98 x limit: cathode 138.621 MPa, error -1.145 MPa
5 steps, 99.90 x limit: cathode 134.235 MPa, error -5.531 MPa
atom error, 20 steps at 10^4 x limit: 2.8e-06 atoms
smallest propagator entry, backward Euler: 9.3e-08
smallest propagator entry, Crank-Nicolson: -0.564
error ratio on halving time step: 1.996
error ratio on halving cell width: 4.005
two-segment slowest rate (unit length, kappa 1 and 10): 15.71987
two-segment error ratio on halving widths: 3.999
graded line, flux form atom error: 1.3e-06 atoms
graded line, expanded form atom error: 2.103e+04 atoms
stress-dependent D, cathode, 25 steps: 140.351 MPa
stress-dependent D, cathode, stiff integrator: 141.597 MPa
stress-dependent D, error ratio on halving step: 1.998
all assertions hold
```
